# Why Koopmans' theorem fails for helium in the local density approximation, part 2

A submission under review claims that Koopmans' theorem carries over from Hartree–Fock (HF) to the local density approximation (LDA), so that $-\varepsilon_{\rm HOMO}$ is helium's ionization energy $I$, improved by correlation; if that fails, LDA total-energy differences should be no better.

Hartree atomic units are used, with a fixed nucleus, $Z=2$ and $\hat h=-\tfrac12\nabla^2-Z/r$. The reference values are $E({\rm He})=-2.90372$, $E({\rm He}^+)=-2$ and $I_{\rm ref}=0.90372$. HF gives $E({\rm He})=-2.86168$ and $\varepsilon_{\rm HF}=-0.91796$.

The normalized real orbitals $\phi_\uparrow,\phi_\downarrow$ hold $1$ and $n$ electrons: $\rho_\uparrow=\phi_\uparrow^2$, $\rho_\downarrow=n\phi_\downarrow^2$, $\rho=\rho_\uparrow+\rho_\downarrow$. The atom is $n=1$, the polarized ion $n=0$. $(f|g)$ is the Coulomb integral, $v_H$ the Hartree potential of $\rho$, and $v_{xc}$ the exchange-correlation potential. The HF equation is $[\hat h+\int\phi_\uparrow^2(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r']\phi_\downarrow=\varepsilon\,\phi_\downarrow$.

For self-consistent $E(n)$, with $\varepsilon$ the spin-down orbital energy, Janak's theorem and its consequences are

$$\frac{dE}{dn}=\varepsilon(n). \tag{3}$$

$$I_{\Delta\rm SCF}=E(0)-E(1)=-\int_0^1\varepsilon(n)\,dn. \tag{4}$$

$$E(0)-E(1)+\varepsilon(1)=\int_0^1n\,E''(n)\,dn. \tag{5}$$

Equation (5) also holds for frozen orbitals. LDA exchange is

$$E_x^{\rm LDA}=-\frac34\Big(\frac6\pi\Big)^{1/3}\sum_\sigma\int\rho_\sigma^{4/3}d^3r,\qquad v_{x,\sigma}=-\Big(\frac{6\rho_\sigma}{\pi}\Big)^{1/3}. \tag{6}$$

Correlation $E_c[\rho_\uparrow,\rho_\downarrow]$ is the VWN5 fit. With both orbitals frozen at the atom's LDA orbital $\phi$, define $h=\langle\phi|\hat h|\phi\rangle$, $J=(\phi^2|\phi^2)$, $K=\frac34(\frac6\pi)^{1/3}\int|\phi|^{8/3}d^3r$, $E_c(n)=E_c[\phi^2,n\phi^2]$ and $\langle v_c\rangle=E_c'(1)$. Then

$$E^{\rm fr}(n)=(1+n)h+\tfrac12(1+n)^2J-K(1+n^{4/3})+E_c(n). \tag{7}$$

$$\varepsilon(1)=h+2J-\tfrac43K+\langle v_c\rangle. \tag{9}$$

$$I_{\rm fr}+\varepsilon(1)=\tfrac12J-\tfrac13K+\Delta_c,\qquad\Delta_c=E_c(0)-E_c(1)+\langle v_c\rangle. \tag{11}$$

Here $I_{\rm fr}=E^{\rm fr}(0)-E^{\rm fr}(1)$, and $I_{\Delta\rm SCF}=I_{\rm fr}-R$ with ion relaxation energy $R\ge0$. The right side of (11) is the failure of Koopmans' theorem with frozen orbitals; in HF it is zero. A program computes and tests the numbers.

## The numbers for helium

The self-consistent LDA orbital gives $h=-1.92882$, $J=0.99806$, $K=0.43092$, $E_c(1)=-0.11147$, $E_c(0)=-0.02683$ and $\langle v_c\rangle=-0.06316$. The total energy from (7) is

$$E(1)=-3.85764+1.99612-0.86184-0.11147=-2.83483,$$

and the orbital energy from (9) is

$$\varepsilon(1)=-1.92882+1.99612-0.57456-0.06316=-0.57042 .$$

The finite-difference slope of $E(n)$ at $n=1$ is also $-0.57042$. Read as an ionization energy, $0.570$ hartree (15.52 eV) is low by $0.333$ hartree, 36.9% of $I_{\rm ref}$.

The frozen ion has $E^{\rm fr}(0)=-1.92882+0.49903-0.43092-0.02683=-1.88754$, so $I_{\rm fr}=-1.88754+2.83483=0.94729$. The left side of (11) is $0.94729-0.57042=0.37687$. On the right side, $\tfrac12J-\tfrac13K=0.49903-0.14364=0.35539$ and $\Delta_c=-0.02683+0.11147-0.06316=0.02148$, which add to $0.37687$. The relaxed polarized ion has $E(0)=-1.94170$, so $R=-1.88754+1.94170=0.05416$ and

$$I_{\Delta\rm SCF}=0.94729-0.05416=0.89313\quad(24.30\ {\rm eV}).$$

The quadrature of (4) gives the same $0.89313$. This is low by $0.0106$ hartree, 1.2% of $I_{\rm ref}$. The whole error of the orbital energy divides as

$$I_{\rm ref}+\varepsilon(1)=0.37687-0.05416+0.01059=0.33330 .$$

The frozen-orbital defect is seven times the relaxation energy, and relaxation enters with the sign that reduces the discrepancy. Relaxation is about the same as in HF ($0.056$), so it is not what separates the two methods. Nor is the choice of correlation fit: with the Perdew–Wang (PW92) parametrization $\varepsilon(1)=-0.57026$ and $I_{\Delta\rm SCF}=0.89269$.

The self-consistent curve, in hartree, is:

| $n$ | $E(n)$ | $\varepsilon(n)$ |
|---|---|---|
| 0.001 | −1.94279 | −1.09454 |
| 0.01 | −1.95287 | −1.13383 |
| 0.05 | −1.99879 | −1.15157 |
| 0.10 | −2.05607 | −1.13747 |
| 0.25 | −2.22124 | −1.06036 |
| 0.50 | −2.46700 | −0.90256 |
| 0.75 | −2.67176 | −0.73521 |
| 1 | −2.83483 | −0.57042 |

The orbital energy runs over a factor of two, and the HOMO value is the shallow extreme of the listed values. At $n=\tfrac12$ the energy lies below the straight line between the end points by $-2.46700-\tfrac12(-1.94170-2.83483)=-0.07873$. The Hartree and exchange terms of (7) alone give $\tfrac12J(n^2-n)-K(n^{4/3}-n)=-0.1248+0.0444=-0.080$ at $n=\tfrac12$; the small remainder is the sum of a correlation part and a relaxation part, which have opposite signs and are each larger than their sum.

The table also shows that $\varepsilon(n)$ is not monotonic. Among the listed values it falls up to $n=0.05$ and rises afterwards, so $E(n)$ is concave at small $n$ and the description "LDA is convex in $n$" is not true on the whole interval. The frozen Hartree–exchange curvature $J-\tfrac49Kn^{-2/3}$ has this sign change, at $n=(4K/9J)^{3/2}\approx0.08$. The computed minimum lies between $0.01$ and $0.1$; the estimate omits correlation and relaxation, whose separate effects on the position were not computed. The weight $n$ in (5) suppresses this region.

The midpoint rule applied to (4) is Slater's transition state, $I\approx-\varepsilon(\tfrac12)=0.90256$. It approximates the LDA energy difference, which it overshoots by $0.0094$. That it lands within about $0.001$ of $I_{\rm ref}$ results from this quadrature error offsetting the LDA error of $-0.0106$, and it should not be credited to the functional.

## The cause is self-interaction

Collect the Hartree and exchange terms of (7) by which the down electron interacts with itself,

$$S(n)=\tfrac12Jn^2-Kn^{4/3}.$$

In HF the corresponding function is identically zero. The contribution of $S$ to the energy difference is $S(1)-S(0)=\tfrac12J-K=0.06811$. Its contribution to the orbital energy is $S'(1)=J-\tfrac43K=0.99806-0.57456=0.42350$. LDA exchange cancels 86% of the self-repulsion in the energy ($K$ against $J/2$) but only 58% in the potential ($4K/3$ against $J$), because differentiation multiplies the Hartree term by 2 and the exchange term by $4/3$. Rewriting (9),

$$\varepsilon(1)=(h+J)+(J-\tfrac43K)+\langle v_c\rangle=-0.93076+0.42350-0.06316 .$$

The first term is the HF expression evaluated with the LDA orbital. The correlation term, on which the submission relies, has the favourable sign and is nearly seven times smaller than the uncancelled self-repulsion.

The same defect appears in space. Far from the atom Gauss's law gives $v_H\to2/r$, which cancels the nuclear $-2/r$. By (6), $v_x\propto-\rho^{1/3}$, which vanishes exponentially with the density, and the VWN5 correlation potential also vanishes as a power of the density. Hence $r\,v_s\to0$ for the LDA potential $v_s=-Z/r+v_H+v_{xc}$: a distant electron sees a neutral object, because its own charge is counted in the screening. In the HF equation above, the electron feels only the other electron's field, $v_H/2$ at $n=1$; exact exchange is the local potential $-v_H/2$ for this singlet, and $r\,v_s\to-2+1=-1$. The computed values of $r\,v_s$ at 4 and 8 bohr are $-0.166$ and $-0.015$ for LDA, and $-1.0000$ at both radii for exact exchange; the values at 8 bohr are tested.

If self-interaction is the cause, removing it should remove most of the error of the eigenvalue. The Perdew–Zunger self-interaction correction (SIC) subtracts $\tfrac12(\rho_i|\rho_i)+E_{xc}[\rho_i,0]$ for each orbital density. Here each spin has one orbital, so $\rho_i=\rho_\sigma$. The Hartree part becomes $\tfrac12(\rho|\rho)-\tfrac12(\rho_\uparrow|\rho_\uparrow)-\tfrac12(\rho_\downarrow|\rho_\downarrow)=(\rho_\uparrow|\rho_\downarrow)$, and the exchange (6), a sum over spins, is removed completely. What is left is the HF expression plus $E_c[\rho_\uparrow,\rho_\downarrow]-E_c[\rho_\uparrow,0]-E_c[\rho_\downarrow,0]$. Its eigenvalue is $-0.94842$, too deep by $0.045$, or 4.9% of $I_{\rm ref}$, in place of 36.9% too shallow. The correction removes the one-spin parts of the LDA correlation as well, and the correlation that is left moves the eigenvalue further from $-I_{\rm ref}$ than the HF value, which is too deep by 1.6%. The program tests that the HF and SIC eigenvalues lie within $0.03$ and $0.07$ of $-I_{\rm ref}$.

The SIC energy difference behaves otherwise. At $n=0$ the correlation terms cancel and the ion is exact, $-2$; the atom comes out at $-2.92028$, below the reference, which an approximate functional is free to do. Its ΔSCF value $0.92028$ is high by $0.017$, an error about one and a half times that of the uncorrected LDA value and of opposite sign. The quality of the eigenvalue and that of the energy difference are separate matters.

## Why the claim is true for the exact functional

The submission may be echoing a correct theorem: in exact Kohn–Sham theory $\varepsilon_{\rm HOMO}=-I$. Its proof uses the decay of the density and no frozen orbitals.

For a two-electron singlet the exact Kohn–Sham system has one doubly occupied orbital reproducing the exact density, $\phi=\sqrt{\rho/2}$. The equation $-\tfrac12\nabla^2\phi+v_s\phi=\varepsilon\phi$, divided by $\phi$, reads

$$v_s(\mathbf r)-\varepsilon=\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}. \tag{12}$$

Expand the exact spatial wave function in the eigenstates $\chi_k$ of the ion, $\hat h\chi_k=E_k\chi_k$, as $\Psi(\mathbf r,\mathbf r_2)=\sum_kf_k(\mathbf r)\chi_k(\mathbf r_2)$, the sum including the continuum. Orthonormality gives $\rho=2\sum_kf_k^2$. Projecting the Schrödinger equation, with total energy $E$, on $\chi_k$ gives

$$\Big(-\tfrac12\nabla^2-\frac Zr+E_k-E\Big)f_k+\sum_lW_{kl}(\mathbf r)f_l=0,\qquad W_{kl}(\mathbf r)=(\chi_k|\,|\mathbf r-\mathbf r_2|^{-1}|\chi_l),$$

where the bracket denotes the matrix element over $\mathbf r_2$. For $r$ far outside the region where $\chi_k\chi_l$ is appreciable, the multipole expansion gives $W_{kl}=\delta_{kl}/r+O(r^{-2})$, the leading correction being the dipole matrix element, which vanishes for $k=l=0$ since $\chi_0$ is spherical. This covers the elements $W_{0l}$, because $\chi_0$ is localized, and any fixed pair of bound states; it is not uniform over highly excited and continuum states, for which the steps below are heuristic. The argument now runs to leading order in $1/r$. The $k=0$ equation, with $E_0-E=I$, gives $-\tfrac12\nabla^2f_0\approx-If_0$ and $f_0\sim e^{-\sqrt{2I}\,r}$ up to a power of $r$. For $l\ne0$ the homogeneous solution decays faster, as $e^{-\sqrt{2(E_l-E)}\,r}$, because the nondegenerate $\chi_0$ has $E_0<E_l$. The part driven by $W_{l0}f_0$ has the form $gf_0$ with $g$ slowly varying, and $(-I+E_l-E)\,g=(E_l-E_0)\,g=-W_{l0}$, so $f_l=O(r^{-2})f_0$. Its feedback $W_{0l}f_l$ on the $k=0$ equation and its share $f_l^2/f_0^2$ of the density are both $O(r^{-4})$. Therefore $\sqrt\rho\propto f_0$ asymptotically, and

$$\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}\to I-\frac{Z-1}{r}. \tag{13}$$

Equation (12) fixes only $v_s-\varepsilon$. With the convention $v_s(\infty)=0$, comparison with (13) gives $\varepsilon=-I$ and $v_s\to-1/r$ for $Z=2$. The exact potential has the tail that exact exchange has and LDA lacks.

The program tests (13) on the s-wave model of helium, in which $1/r_{12}$ is replaced by $1/\max(r_1,r_2)$; there $W_{0l}\to\delta_{0l}/r$ up to exponentially small terms. The two-electron problem is diagonalized on a radial grid (step 0.08 bohr, 175 points). For a spherical density $\nabla^2\sqrt\rho/\sqrt\rho=U''/U$ with $U=r\sqrt\rho$, and the combination $-1/r-U''/2U$ at $r=8$ bohr is $-0.87099$, against $I=0.87099$ from the two total energies on the same grid. The value belongs to the model and its grid, not to helium; only the equality is at issue. The model has no dipole coupling, so the $O(r^{-2})$ and $O(r^{-4})$ steps of the argument are not tested by it.

In terms of (5): if fractional occupation of the exact theory is defined by the ensemble of the one- and two-electron ground states with weights $1-n$ and $n$, its energy is $(1-n)E({\rm He}^+)+nE({\rm He})$, a straight line of slope $-I$. Nothing transfers this linearity to an approximate functional, and LDA does not have it, either with frozen orbitals, by (7) and (11), or self-consistently, by the table. An LDA density also decays according to its own eigenvalue, by (12) with $v_s\to0$, as $e^{-2\sqrt{-2\varepsilon}\,r}$ with $\varepsilon=-0.570$, up to a power of $r$, which is too slow.

## How far the energy difference can be trusted

The submission's fallback claim is refuted by the value $0.893$, but "accurate" needs two qualifications.

First, the accuracy is that of a difference. Relative to the reference energies, LDA places He too high by $0.06889$ and polarized He$^+$ too high by $0.05830$, and the error of $I$ is $0.05830-0.06889=-0.01059$. Each total-energy error is more than five times the error of the difference. The parts can be listed. For the atom, (7) at $n=1$ equals $(2h+J)+2S(1)+E_c(1)$. The first term, $-2.85958$, is the HF energy of the LDA orbital, $0.00210$ above the HF minimum, which is itself $0.04204$ above the reference, so

$$0.00210+0.04204+0.13622-0.11147=0.06889 .$$

An exchange deficit of $0.136$ is half compensated by a correlation energy too large in magnitude by $0.11147-0.04204=0.069$. For the ion, a one-electron system in which any electron–electron term is spurious, the error is $(h+2)+S(1)+E_c(0)-R=0.07118+0.06811-0.02683-0.05416=0.05830$. These sums are identities. They show what cancels, but nothing derived here forces the two totals to be close, and the 1.2% is a result for helium, not a bound for other systems.

Second, the ion must be spin-polarized. If it is computed with $\rho_\uparrow=\rho_\downarrow=\tfrac12\phi^2$, the Hartree term is unchanged but (6) gives $E_x=-2K(\tfrac12)^{4/3}=-2^{-1/3}K$ in place of $-K$. With the $K$ of the atom's orbital, the loss is $(1-2^{-1/3})K\approx0.09$. The computed rise, which also contains the change of orbital and of correlation energy, is $-1.86124+1.94170=0.08046$. The restricted ion is in error by $0.13876$, and $I=0.97360$ is high by $0.070$, 7.7% of $I_{\rm ref}$. The exact energy does not distinguish the two cases, since the equal mixture of the degenerate up and down states of He$^+$ has energy $-2$. The HOMO energy is untouched by this choice: removing charge $\delta$ equally from both spins of the atom changes $E$ by $-\tfrac12(\varepsilon_\uparrow+\varepsilon_\downarrow)\delta=-\varepsilon(1)\delta$, by (3) applied to each spin.

## Requested changes

The sentence that Koopmans' theorem carries over to LDA should be replaced by Janak's theorem (3), with (11) as the measure of the difference. The relation $\varepsilon_{\rm HOMO}=-I$ should be attributed to the exact functional and to the decay argument (12)–(13). The LDA ionization energy of helium should be reported as the spin-polarized difference, $0.893$ hartree (24.30 eV), with its error stated relative to the nonrelativistic fixed-nucleus value $0.9037$ hartree (24.59 eV) and the cancellation behind it disclosed. The eigenvalue $-0.570$ hartree should be reported as the slope of the LDA energy at full occupation. The program that produced and tested these numbers is printed below with its output.

## Numbers as computed

```
Gaussian basis: 20 s functions, exponents 0.02 to 10486 bohr^-2, ratio 2
Hylleraas: 34 terms, alpha = 2.113 1/bohr
E(He) Hylleraas: -2.90372 Ha
E(He) full CI cc-pVQZ: -2.90241 Ha
E(He+) exact: -2.00000 Ha
I exact: 0.90372 Ha
HF E(He): -2.86168 Ha
HF h: -1.94372 Ha
HF J: 1.02577 Ha
HF eps: -0.91796 Ha
HF Delta-SCF I: 0.86168 Ha
HF relaxation: 0.05628 Ha
correlation energy of He, magnitude: 0.04204 Ha
LDA E(He): -2.83483 Ha
LDA E(He+) polarized: -1.94170 Ha
LDA E(He+) restricted: -1.86124 Ha
LDA eps(1): -0.57042 Ha
finite-difference dE/dn at n=1: -0.57042 Ha
LDA Delta-SCF I polarized: 0.89313 Ha
minus integral of eps dn: 0.89313 Ha
LDA Delta-SCF I restricted ion: 0.97360 Ha
n = 0.001: E = -1.94279 Ha, eps = -1.09454 Ha
n = 0.010: E = -1.95287 Ha, eps = -1.13383 Ha
n = 0.050: E = -1.99879 Ha, eps = -1.15157 Ha
n = 0.100: E = -2.05607 Ha, eps = -1.13747 Ha
n = 0.250: E = -2.22124 Ha, eps = -1.06036 Ha
n = 0.500: E = -2.46700 Ha, eps = -0.90256 Ha
n = 0.750: E = -2.67176 Ha, eps = -0.73521 Ha
E(1/2) minus straight line: -0.07873 Ha
LDA h: -1.92882 Ha
LDA J: 0.99806 Ha
LDA K: 0.43092 Ha
4K/3: 0.57456 Ha
Ec(1): -0.11147 Ha
Ec(0) frozen: -0.02683 Ha
<vc>: -0.06316 Ha
J/2 - K/3: 0.35539 Ha
Delta_c: 0.02148 Ha
defect I_frozen + eps: 0.37687 Ha
LDA I_frozen: 0.94729 Ha
LDA relaxation R: 0.05416 Ha
LDA error E(He): 0.06889 Ha
LDA error E(He+) polarized: 0.05830 Ha
LDA error E(He+) restricted: 0.13876 Ha
error of -eps: -0.33330 Ha = -36.9 %
error of Delta-SCF: -0.01059 Ha = -1.2 %
PW92: eps = -0.57026 Ha, Delta-SCF I = 0.89269 Ha
PZ-SIC: E(He) = -2.92028 Ha, eps = -0.94842 Ha
r*v_s LDA at r = 4, 8 bohr: -0.1656, -0.0151 Ha bohr
r*v_s exact exchange at r = 4, 8 bohr: -1.0000, -1.0000 Ha bohr
s-wave model grid: step 0.08 bohr, 175 points, probe r = 8.0 bohr
s-wave model: I = 0.87099 Ha, eps from decay = -0.87099 Ha
I exact 24.59 eV; -eps LDA 15.52 eV
Delta-SCF LDA 24.30 eV; -eps HF 24.98 eV
```
